# Photon shot noise and the dose–roughness–blur law for resist edges

Suppose that the position of a resist edge fluctuates only because photons are absorbed at random. Let \(E\) be the dose at the edge (energy per area), \(h\nu\) the photon energy and \(\alpha\) the absorption coefficient (inverse length). These three enter the statistics through one quantity, the mean number of absorbed photons per volume,

\[
n_0=\frac{\alpha E}{h\nu},\qquad [n_0]=\text{length}^{-3}.
\]

Two more quantities matter: the logarithmic slope \(L\) of the image at the edge (inverse length), and the length \(b\) over which the resist blurs the absorbed energy. Counting noise has a relative variance proportional to \(1/n_0\). A small relative fluctuation moves the edge by that fluctuation divided by \(L\), so the edge variance must have the form

\[
\sigma^2=\frac{C}{n_0L^2b^{q}} .
\]

The left side is a length squared and the right side is a length to the power \(3+2-q\). Hence \(q=3\), and \(E\sigma^2b^3=C\,h\nu/(\alpha L^2)\). Dimensions leave open the number \(C\), the precise meaning of \(b\), and the conditions of validity.

## Setting and theorem

The line runs along \(y\), depth is \(z\), and the nominal edge is the plane \(x=0\). The assumptions are as follows.

**A1.** The number of incident photons is Poisson distributed, and photons are absorbed independently of one another.

**A2.** Near the edge the mean absorbed density is \(n(x)=n_0[1+u(x)]\), with \(u\) odd in \(x\). Attenuation over one blur length is weak, \(\alpha b\ll1\), so \(n\) is taken as independent of \(z\). The point considered lies several blur lengths from the resist surfaces, so integrals over the blur may extend over all space.

**A3.** Each absorbed photon at \(\mathbf r_i\) contributes a smooth footprint \(g(\mathbf r-\mathbf r_i)\) to the chemical signal

\[
c(\mathbf r)=\sum_i g(\mathbf r-\mathbf r_i),\qquad
g(\mathbf r)=\frac{e^{-r^2/2s^2}}{(2\pi)^{3/2}s^3},
\]

where \(s\) is the standard deviation of the blur along each axis.

**A4.** The edge lies where \(c\) equals a threshold, and the threshold is \(n_0\). When doses are compared, the threshold is therefore rescaled with the dose, which keeps the edge of the mean signal at \(x=0\).

**A5.** Fluctuations are small enough for the edge displacement to be linear in them.

The slope is that of the blurred mean signal, \(L=\bar c\,'(0)/\bar c(0)>0\). The roughness \(\sigma\) is one standard deviation of the local edge position, without averaging along \(y\) or \(z\).

**Theorem.** Under A1–A5, with \(b=2\sqrt\pi\,s\),

\[
\boxed{E\,\sigma^2b^3=\frac{h\nu}{\alpha L^2}}
\]

At fixed photon energy, absorption coefficient and blurred slope, the product on the left is constant.

## Lemmas and proof

**Lemma 1 (absorbed photons are Poisson).** The numbers absorbed in disjoint cells are independent Poisson variables.

*Proof.* Let \(M\) photons arrive, with Poisson mean \(\mu\). Each ends in cell \(j\) with probability \(p_j\), where one "cell" stands for photons that are not absorbed, so \(\sum_jp_j=1\). For counts \(k_j\) with \(\sum_jk_j=M\), the joint probability is

\[
e^{-\mu}\frac{\mu^M}{M!}\;\frac{M!}{\prod_jk_j!}\prod_jp_j^{k_j}
=\prod_j e^{-p_j\mu}\frac{(p_j\mu)^{k_j}}{k_j!}.
\]

The factor \(M!\) cancels, \(\mu^M=\prod_j\mu^{k_j}\), and \(e^{-\mu}=\prod_je^{-p_j\mu}\). The result is a product of Poisson probabilities. ∎

The photon fluence at the edge is \(E/h\nu\), and a layer \(dz\) absorbs the fraction \(\alpha\,dz\). This gives the density \(n_0=\alpha E/h\nu\) used above.

**Lemma 2 (noise of a smoothed signal).** For two weight functions \(\varphi,\psi\),

\[
\Big\langle\sum_i\varphi(\mathbf r_i)\Big\rangle=\int n\varphi\,d^3r,\qquad
\operatorname{Cov}\Big(\sum_i\varphi(\mathbf r_i),\sum_i\psi(\mathbf r_i)\Big)=\int n\varphi\psi\,d^3r .
\]

*Proof.* Divide space into small cells of volume \(dV\) with counts \(k_j\). The sums become \(\sum_jk_j\varphi_j\) and \(\sum_jk_j\psi_j\). Each count has mean \(n_j\,dV\) and, being Poisson, the same variance. Counts in different cells are independent, so only equal cells contribute to the covariance, which is \(\sum_jn_j\varphi_j\psi_j\,dV\). The limit of small cells gives the integrals. ∎

At the edge, \(g\) and \(g^2\) are even in \(x\) while \(u\) is odd, so the term with \(u\) integrates to zero in both cases:

\[
\bar c(0)=n_0\int g\,d^3r=n_0,\qquad
\operatorname{Var}c(0)=n_0\int g^2\,d^3r\equiv\frac{n_0}{V}.
\]

The image slope therefore does not alter the noise at the edge.

**Lemma 3 (the blur cube).** For the Gaussian blur, \(V=(2\sqrt\pi\,s)^3=b^3\).

*Proof.* The integral factorises into three equal integrals, each being

\[
\int_{-\infty}^{\infty}\frac{e^{-x^2/s^2}}{2\pi s^2}\,dx
=\frac{\sqrt\pi\,s}{2\pi s^2}=\frac1{2\sqrt\pi\,s}.
\]

Their product is \(1/V\). ∎

This justifies the counting picture. A cube of side \(b\) centred on the edge holds on average \(N=n_0b^3\) photons, since \(u\) again averages to zero. Its count has variance \(N\) and relative variance \(1/N\). The Gaussian-blurred signal has relative variance \((n_0/V)/n_0^2=1/(n_0b^3)=1/N\), the same value. A "blur-sized cube" thus has side \(2\sqrt\pi\,s\approx3.54\,s\), not \(s\). Using \(s\) itself as the side would underestimate the count by the factor \(8\pi^{3/2}\approx45\).

**Lemma 4 (from signal to edge).** To leading order, \(\sigma^2=1/(NL^2)\).

*Proof.* Write \(c=\bar c+\eta\). The edge position \(\delta x\) satisfies \(\bar c(\delta x)+\eta=n_0\). Expanding the mean gives \(\bar c(\delta x)\approx n_0+n_0L\,\delta x\), hence

\[
\delta x=-\frac{\eta}{n_0L}.
\]

The minus sign says that excess absorption shifts the edge towards the side of lower dose; it disappears on squaring. With \(\operatorname{Var}\eta=n_0/b^3\),

\[
\sigma^2=\frac{n_0/b^3}{n_0^2L^2}=\frac1{n_0b^3L^2}=\frac1{NL^2}.\qquad∎
\]

*Proof of the theorem.* Insert \(n_0=\alpha E/h\nu\) into Lemma 4 to get \(\sigma^2=h\nu/(\alpha E\,b^3L^2)\), and multiply by \(Eb^3\). ∎

**Remark (which dose is varied).** In a given resist the threshold does not follow the exposure. Raising the exposure then moves the edge to a place where the blurred density again equals the old threshold. If the image is still nearly odd about that new place, the local dose and \(N\) are unchanged, and \(\sigma\) changes only through \(L\). The trade of dose against roughness in the theorem compares resists or processes of different sensitivity that print the same edge.

## When the linear step fails

Lemma 4 used the mean gradient, but the gradient fluctuates too. By Lemma 2, with \(\partial_xg=-(x/s^2)g\),

\[
\operatorname{Var}(\partial_x\eta)=n_0\int\frac{x^2}{s^4}g^2\,d^3r
=\frac{n_0}{s^4}\,\frac{s^2}{2}\,\frac1{b^3}=\frac{n_0}{2s^2b^3}.
\]

The middle step holds because \(g^2\propto e^{-r^2/s^2}\) is a Gaussian with variance \(s^2/2\) along each axis and total weight \(1/b^3\). Dividing the standard deviation by the mean gradient \(n_0L\) gives the relative gradient noise

\[
\frac{1}{n_0L}\sqrt{\frac{n_0}{2s^2b^3}}=\frac{1}{\sqrt2\,s}\,\frac1{L\sqrt N}=\frac{\sigma}{\sqrt2\,s}.
\]

The linear step is therefore justified when \(\sigma\ll\sqrt2\,s\). This condition is sufficient rather than sharp. As long as the signal crosses the threshold only once, the edge lies beyond \(x\) exactly when \(c(x)<n_0\). For Gaussian noise of constant variance and a linear mean, this makes the edge position normal with the \(\sigma\) of Lemma 4, whatever the gradient noise. What large gradient noise destroys is the single crossing. The law also needs \(\sigma\) small against the length over which the image slope changes. At fixed dose and slope, \(\sigma\propto s^{-3/2}\), so the ratio \(\sigma/s\) grows as \(s^{-5/2}\). The cubic law cannot be continued to vanishing blur. Once \(\sigma\) is comparable to \(s\), the signal often crosses the threshold more than once and a single edge is no longer defined. For the dose, slope and period of the worked example below, a single crossing is missing on about 2 percent of lines at \(s=1.5\) nm (\(N\approx31\)) and on about 40 percent at \(s=1\) nm (\(N\approx9\)). Only at still smaller blur does the signal break up into separate photon footprints.

## Second case: a fixed optical image

The theorem holds the blurred slope fixed. If the optical image is fixed instead, more blur also flattens it. Take \(u(x)=m\sin Kx\), with \(K=2\pi/p\), period \(p\) and modulation \(m\).

**Proposition 1.** For this image,

\[
L=mK\,e^{-K^2s^2/2},\qquad
E\sigma^2b^3=\frac{h\nu}{\alpha m^2K^2}\,e^{K^2s^2}.
\]

At fixed dose and modulation, \(\sigma\) is smallest at \(s=p\sqrt{3/(8\pi^2)}\approx0.195\,p\).

*Proof.* Let \(g_1\) be the one-dimensional Gaussian. Expanding \(\sin K(x-x')\) and dropping the part odd in \(x'\), blur turns \(\sin Kx\) into \(J(K)\sin Kx\) with \(J(K)=\int g_1(x')\cos Kx'\,dx'\). Since \(x'g_1=-s^2g_1'\), integration by parts gives

\[
\frac{dJ}{dK}=-\int x'g_1\sin Kx'\,dx'=s^2\int g_1'\sin Kx'\,dx'=-s^2K\,J .
\]

With \(J(0)=1\) this yields \(J=e^{-K^2s^2/2}\). The slope at \(x=0\) follows, and the theorem gives the product. At fixed \(E\), \(\ln\sigma^2=\text{const}-3\ln s+K^2s^2\). Its derivative \(-3/s+2K^2s\) vanishes at \(s^2=3/(2K^2)=3p^2/(8\pi^2)\). The second derivative \(3/s^2+2K^2\) is positive, so this is a minimum. ∎

For \(Ks\ll1\) the exponential is close to one and the product is again nearly constant. Beyond the minimum, the loss of slope outweighs the gain in photon count.

## Third case: an edge averaged over depth

A measurement from above may respond to the edge averaged over a depth \(t\). Let this slab lie inside a thicker resist, so that no surface cuts the blur, and let \(\alpha t\ll1\), so that the absorbed density is nearly the same over the whole depth \(t\). The remaining attenuation tilts the mean edge by about \(\alpha t/L\) over this depth; that is a fixed slope of the sidewall, not roughness, and is left out here.

**Proposition 2.** The variance of the depth-averaged edge is \(\sigma_t^2=F\sigma^2\), with

\[
F=\frac bt\,\operatorname{erf}\!\Big(\frac t{2s}\Big)-\frac{4s^2}{t^2}\Big(1-e^{-t^2/4s^2}\Big).
\]

*Proof.* By Lemma 2 the covariance of \(\eta\) at depths \(z_1,z_2\) is \(n_0\) times the overlap of two footprints. With \(\Delta=z_1-z_2\) and midpoint \(z_m\),

\[
(z-z_1)^2+(z-z_2)^2=2(z-z_m)^2+\tfrac12\Delta^2 ,
\]

so the overlap equals its value at \(\Delta=0\) times \(e^{-\Delta^2/4s^2}\). Averaging over both depths, and noting that separations \(\pm w\) together have weight \(2(t-w)\),

\[
F=\frac1{t^2}\int_0^t\!\!\int_0^t e^{-(z_1-z_2)^2/4s^2}dz_1dz_2
=\frac2{t^2}\int_0^t(t-w)\,e^{-w^2/4s^2}dw .
\]

The two integrals are \(\int_0^te^{-w^2/4s^2}dw=\sqrt\pi\,s\,\operatorname{erf}(t/2s)\) and \(\int_0^twe^{-w^2/4s^2}dw=2s^2(1-e^{-t^2/4s^2})\). Inserting them, with \(2\sqrt\pi\,s=b\), gives the result. ∎

For \(t\ll s\), expansion gives \(F\approx1-t^2/(24s^2)\): the whole slab moves together. For \(t\gg s\), \(F\to b/t\), because the depth contains about \(t/b\) independent pieces. Then

\[
E\,\sigma_t^2\,b^2t=\frac{h\nu}{\alpha L^2}.
\]

In this limit, at fixed thickness, the exponent of the blur is two. The cubic law belongs to the local edge.

## Worked example

Take round model parameters: wavelength 13.5 nm, \(\alpha=0.005\) nm⁻¹, local dose 60 mJ/cm², \(s=3\) nm, blurred slope \(L=0.12\) nm⁻¹ and period 40 nm. The photon energy is 91.84 eV, or \(1.471\times10^{-17}\) J, and 1 mJ/cm² is \(10^{-17}\) J/nm². Hence

\[
\frac{E}{h\nu}=\frac{60\times10^{-17}}{1.471\times10^{-17}}\approx40.8\ \text{nm}^{-2},\qquad
n_0=0.005\times40.8\approx0.204\ \text{nm}^{-3}.
\]

The cube has side \(b=10.6\) nm and volume 1203 nm³, so \(N\approx245\). The relative count noise is 6.4 percent, and

\[
\sigma=\frac{0.0639}{0.12\ \text{nm}^{-1}}\approx0.53\ \text{nm}.
\]

The conserved product is \(2.04\times10^4\) mJ cm⁻² nm⁵. The small parameters are \(\alpha b=0.053\) and a relative gradient noise of 0.125.

The linear step was tested by placing individual photons at random in three dimensions, blurring them and searching for the actual edge, with 2500 trials per case and the blurred slope held at 0.12 nm⁻¹.

| Dose (mJ/cm²) | \(s\) (nm) | \(\sigma\) simulated (nm) | \(\sigma\) from law (nm) | Product / constant |
|---|---|---|---|---|
| 60 | 3 | 0.527 | 0.532 | 0.981 |
| 60 | 4 | 0.342 | 0.346 | 0.981 |
| 30 | 4 | 0.503 | 0.489 | 1.058 |

The sampling standard error of each variance is 2.8 percent of its value. The last case is about two standard errors high, which is too little to establish a departure from the law. Between the first two rows the simulated variance falls by \((0.527/0.342)^2\approx2.37\). The cubic law predicts \((4/3)^3\approx2.37\), whereas a quadratic law would give 1.78. The simulated ratio has a sampling standard error of about 4 percent, so the agreement to three digits is chance, but the quadratic value lies well outside the error. In the first case the relative variance was 0.00397 for the count in the cube and 0.00400 for the blurred signal, against \(1/N=0.00408\).

At fixed blurred slope, halving \(\sigma\) with the same blur raises the dose fourfold, to 240 mJ/cm². Halving the blur at the same \(\sigma\) raises it eightfold, to 480 mJ/cm². In that second case the relative gradient noise doubles to 0.25, so the condition for the linear step is met with less margin.

Now keep the dose at 60 mJ/cm² and the optical modulation at 0.854, the value that gives \(L=0.12\) nm⁻¹ at \(s=3\) nm. The roughness is 0.53 nm at \(s=3\) nm, falls to its minimum of 0.24 nm at \(s=7.8\) nm, and rises to 0.35 nm at \(s=12\) nm. At the minimum the slope has dropped to 0.063 nm⁻¹ and the product is 3.6 times its value at 3 nm. This minimum concerns shot-noise roughness alone. The lower slope also makes the edge more sensitive to any other relative change of dose, since a small change shifts it, to first order, by that change divided by \(L\).

Averaging over a depth of 30 nm, for which \(\alpha t=0.15\), gives \(F=0.3545-0.0400\approx0.314\), so the roughness falls from 0.53 to 0.30 nm. The full set of values is in the numerical output.

## Relation to real resists

The parameters resemble extreme-ultraviolet lithography, where blur of a few nanometres, doses of tens of mJ/cm² and absorption of several per micrometre are realistic rough sizes; metal-containing resists can absorb several times more strongly. The dose here is the local one at the edge, which is lower than the dose quoted for a fully open area. Resist films for this wavelength are often only a few tens of nanometres thick. The assumption of distant surfaces then suits a blur of a few nanometres at mid-depth, but it is less secure for the larger blurs of the second case and for an average over the whole film. For example, let photons be absorbed only inside a 30 nm film, keep the footprint unchanged and set the threshold to the mean signal at the edge. The mid-depth roughness then stays 0.53 nm at \(s=3\) nm, but becomes 0.25 nm at \(s=7.8\) nm and 0.43 nm at \(s=12\) nm, and the minimum moves to about 7.3 nm. Real resists break A3: a photon releases a varying number of secondary electrons and chemical events, at discrete random places. Part of this can be estimated. If each photon's footprint is multiplied by a random yield \(Q\), the argument of Lemma 2 gives a relative variance \(\langle Q^2\rangle/(N\langle Q\rangle^2)\). For a Poisson yield of mean 3, chosen as an illustration, this factor is \(1+1/3\), and \(\sigma\) rises by about 15 percent. The product stays constant at a higher value as long as the yield statistics are fixed. Random placement of the events and the molecular graininess of the resist add noise that this model leaves out, and development can change the roughness further, so its \(\sigma\) is a photon contribution and not a prediction of the measured roughness.

## Computed values

```
INPUTS
wavelength 13.5 nm; absorption 0.005 1/nm
blurred log slope 0.12 1/nm; period 40 nm
local dose 60 mJ/cm^2; blur std s 3.0 nm
MAIN EXAMPLE
photon energy 91.84 eV
photon fluence 40.78 1/nm^2
absorbed density 0.2039 1/nm^3
cube side b 10.635 nm; cube volume 1202.8 nm^3
absorption across cube alpha*b 0.0532 (no unit)
mean photons in cube 245.2
relative count noise 6.39 percent
edge roughness sigma 0.532 nm
relative gradient noise 0.125 (no unit)
constant h nu/(alpha L^2) 20437 mJ/cm^2 nm^5
optical modulation needed 0.854 (no unit)
SIMULATION (nonlinear edge search), fixed blurred slope
trials per case 2500; relative std error of variance 2.8 percent
dose 60 mJ/cm^2, s 3 nm: sigma simulated 0.527 nm, law 0.532 nm
  product 20056 mJ/cm^2 nm^5; ratio to constant 0.981
  relative variance: cube 0.00397, blur 0.00400
  gradient noise: simulated 0.126, law 0.125
dose 60 mJ/cm^2, s 4 nm: sigma simulated 0.342 nm, law 0.346 nm
  product 20056 mJ/cm^2 nm^5; ratio to constant 0.981
  relative variance: cube 0.00174, blur 0.00168
  gradient noise: simulated 0.059, law 0.061
dose 30 mJ/cm^2, s 4 nm: sigma simulated 0.503 nm, law 0.489 nm
  product 21619 mJ/cm^2 nm^5; ratio to constant 1.058
  relative variance: cube 0.00370, blur 0.00362
  gradient noise: simulated 0.086, law 0.086
DOSE PRICE at fixed blurred slope
half roughness, same blur: 240 mJ/cm^2
half blur, same roughness: 480 mJ/cm^2
FIXED OPTICAL IMAGE, same dose, modulation of the main example
best blur std: search 7.797 nm, formula 7.797 nm
best blur std over period 0.1949 (no unit)
s 3.00 nm: log slope 0.1200 1/nm, sigma 0.532 nm, product/constant 1.000
s 7.80 nm: log slope 0.0633 1/nm, sigma 0.241 nm, product/constant 3.589
s 12.00 nm: log slope 0.0227 1/nm, sigma 0.352 nm, product/constant 27.966
DEPTH AVERAGE of the edge inside a thicker resist
depth 30 nm: variance factor 0.3145, thick limit b/t 0.3545
depth-averaged roughness 0.298 nm
```
